# Why Dingle's Specularity Series Overestimates the Conductivity of Square Wires

Dingle's series builds the conductivity of a wire with partly specular walls from that of wires with diffuse walls. Let $a$ be the side of a square wire, $\lambda$ the bulk mean free path, $\kappa=a/\lambda$, $p$ the probability of specular reflection, and $F(\kappa,p)=\sigma/\sigma_0$ the conductivity relative to bulk. The series is

$$F_D(\kappa,p)=(1-p)^2\sum_{n=1}^{\infty}n\,p^{\,n-1}F(n\kappa,0).\tag{1}$$

It holds when all successive chords of an electron's path are equal, as in a circular wire. In a square wire they are not, and

$$F_D(\kappa,p)>F(\kappa,p)\qquad\text{for }0<p<1\text{ and every finite }\kappa>0.\tag{2}$$

Taken relative to the true conductivity $F$, the excess is largest in thin wires; in the limit $\kappa\to0$ at fixed $p$ it is at most about 19%. It vanishes at $p=0$ and as $p\to1$ at fixed $\kappa$.

## The conductivity in terms of chords

The model has a spherical Fermi surface, a constant relaxation time, a weak field along the wire axis $z$, and a $p$ that does not depend on angle. Let $\hat v=(n_x,n_y,n_z)$ be the direction of motion, with $n_z=\cos\theta$, and let $R(\mathbf r,\hat v)$ be the field-induced deviation of the distribution divided by its bulk value. The linear Boltzmann equation is

$$\lambda\,\hat v\cdot\nabla R+R=1 .$$

At a wall, a specularly reflected electron keeps its deviation and a diffusely reflected one has none, so $R_{\rm out}=pR_{\rm in}$. The current carries one factor $\cos\theta$ from the velocity and one from the field term. Hence, with $A$ the cross-sectional area,

$$F=\frac{3}{4\pi A}\int dA\int d\Omega\,\cos^2\theta\,R ,\tag{3}$$

which equals 1 for $R=1$.

Follow the path backwards from $\mathbf r$, and let $N(t)$ be the number of wall hits within distance $t$. Integrating the equation along the path gives

$$R=\int_0^\infty\frac{dt}{\lambda}\,e^{-t/\lambda}p^{N(t)} .\tag{4}$$

If the hits lie at distances $T_0<T_1<\dots$, then $p^{N}=p^j$ between $T_{j-1}$ and $T_j$, with $T_{-1}=0$. Integrating piece by piece and collecting the terms in $e^{-T_j/\lambda}$,

$$R=\sum_{j\ge0}p^j\left(e^{-T_{j-1}/\lambda}-e^{-T_j/\lambda}\right)=1-(1-p)\sum_{j\ge0}p^je^{-T_j/\lambda}.\tag{5}$$

Now group the interior points by the chord on which they lie. A narrow beam that enters through a wall element $dl$ has cross-section proportional to $|\hat n\cdot\hat v|\,dl$, where $\hat n$ is the wall normal. With $s$ the distance along the chord,

$$\int dA\,d\Omega\,\cos^2\theta\,(\cdots)=\int dl\,d\Omega\,|\hat n\cdot\hat v|\cos^2\theta\int_0^{D_1}ds\,(\cdots).$$

Let $\langle\cdots\rangle$ be the average over chords with weight $|\hat n\cdot\hat v|\cos^2\theta$. Reflection conserves this weight: a parallel beam keeps its cross-section between walls, and specular reflection changes neither $|\hat n\cdot\hat v|$ nor $\cos\theta$. The second, third and later chords therefore have the same distribution as the first.

On a chord of length $D_1$ the first hit is at $T_0=s$, and later ones are at $T_j=s+D_2+\dots+D_{j+1}$. Define $S_n=D_1+\dots+D_n$, $E_n=\langle e^{-S_n/\lambda}\rangle$ and $E_0=1$. Since $\int_0^{D_1}e^{-s/\lambda}ds=\lambda(1-e^{-D_1/\lambda})$, the $j$-th term of (5) averages to $\lambda(E_j-E_{j+1})$; conservation was used to replace $D_2+\dots+D_{j+1}$ by $S_j$. Thus

$$F=1-\frac{\lambda}{\langle D\rangle}(1-p)\sum_{j\ge0}p^j(E_j-E_{j+1}).$$

With $Q_n=1-E_n$ and $Q_0=0$, the sum is $\sum_{j\ge0}p^j(Q_{j+1}-Q_j)=\sum_{n\ge1}(p^{n-1}-p^n)Q_n$, so

$$F=1-\frac{\lambda}{\langle D\rangle}(1-p)^2\sum_{n\ge1}p^{n-1}\left\langle1-e^{-S_n/\lambda}\right\rangle .\tag{6}$$

For the square, the total weight is $4a\int_{n_x>0}n_xn_z^2\,d\Omega$. Taking $x$ as polar axis, with $\mu=n_x$, the integral is $2\pi\int_0^1\mu\,\tfrac12(1-\mu^2)\,d\mu=\pi/4$, and the total is $\pi a$. The left side of the regrouping with $(\cdots)=1$ is $4\pi a^2/3$. Hence $\langle D\rangle=4a/3$.

## What the series replaces

At $p=0$ only $n=1$ survives in (6). Changing $\kappa$ to $n\kappa$ means changing $\lambda$ to $\lambda/n$ at fixed geometry:

$$F(n\kappa,0)=1-\frac{\lambda}{n\langle D\rangle}\left\langle1-e^{-nD/\lambda}\right\rangle .$$

Insert this in (1). Because $\sum np^{n-1}=(1-p)^{-2}$, the leading 1 is reproduced, and the factor $n$ cancels in the rest:

$$F_D=1-\frac{\lambda}{\langle D\rangle}(1-p)^2\sum_{n\ge1}p^{n-1}\left\langle1-e^{-nD/\lambda}\right\rangle .\tag{7}$$

This is (6) with the sum of $n$ successive chords replaced by $n$ times one chord. In a circle the replacement is legitimate: a chord meets the wall at the same angle at both ends, so the next one has the same length. For a circular wire with diameter $0.2\lambda$ and $p=0.5$, ray tracing and the series both give 0.3332.

## Counter-example: the diagonal electrons

Reflections in a square wire change only the signs of $n_x$ and $n_y$. Electrons with given $|n_x|$, $|n_y|$ and $n_z$ thus form a closed group, for which (6) and (7) hold with averages inside the group. Take $|n_x|=|n_y|$.

An electron leaves the left wall at height $y$, moving up and to the right. It meets the top wall after an in-plane distance $\sqrt2(a-y)$, then the right wall after a further $\sqrt2\,y$. With $L=\sqrt2\,a/\sin\theta$ the successive chords are

$$D_1=L(1-y/a),\qquad D_2=L\,y/a,\qquad D_3=D_1,\ \dots$$

A short chord is followed by a long one, and any two successive chords add up to $L$. Since $y$ is uniformly distributed, $D$ is uniform between 0 and $L$. For $n=2$, with $b=L/\lambda$,

$$\langle e^{-S_2/\lambda}\rangle=e^{-b},\qquad \langle e^{-2D/\lambda}\rangle=\frac{1-e^{-2b}}{2b}=e^{-b}\,\frac{\sinh b}{b}>e^{-b}.$$

The replacement fails at every width. Its effect can be summed by hand in the thin limit $L\ll(1-p)\lambda$. There $1-e^{-S_n/\lambda}\simeq S_n/\lambda-S_n^2/2\lambda^2$. The linear terms, with $\langle S_n\rangle=n\langle D\rangle$, cancel the 1 in (6), leaving

$$\bar R\simeq\frac{(1-p)^2}{2\lambda\langle D\rangle}\sum_{n\ge1}p^{n-1}\langle S_n^2\rangle .\tag{8}$$

Here $\bar R$ is the mean response of the group, and $\langle D\rangle=L/2$.

For even $n$ the chords pair up and $S_n^2=n^2L^2/4$. For odd $n=2m+1$, $S_n=mL+D$, so

$$\langle S_n^2\rangle=L^2\left(m^2+m+\tfrac13\right)=L^2\left(\frac{n^2}{4}+\frac1{12}\right).$$

Using $\sum n^2p^{n-1}=(1+p)/(1-p)^3$ and $\sum_{n\,\rm odd}p^{n-1}=1/(1-p^2)$,

$$\bar R=\frac L\lambda\left[\frac{1+p}{4(1-p)}+\frac{1-p}{12(1+p)}\right].$$

The series uses $\langle(nD)^2\rangle=n^2L^2/3$ instead, which gives $\bar R_D=(L/\lambda)(1+p)/[3(1-p)]$. At $p=\tfrac12$ the true bracket is $\tfrac34+\tfrac1{36}=\tfrac79$, while the series gives 1. It overestimates the response of this group by a factor $9/7$, or 29%.

## The whole wire by unfolding

The correct $F$ sums over all groups. Instead of reflecting the path at a wall, reflect the wire: the path becomes a straight line through a square lattice, and $N(t)$ counts the lattice lines it crosses.

Measure $t$ in units of $\lambda$ from here on. The displacement across the vertical lines, in units of $a$, is $u=t|n_x|/\kappa$. Write $u=m+f$ with $m$ an integer and $0\le f<1$. For a uniform starting point there are $m+1$ crossings with probability $f$ and $m$ with probability $1-f$. The mean of $p^{\rm crossings}$ is

$$g(u)=p^m\left[1-(1-p)f\right].\tag{9}$$

The two starting coordinates are independent, so the means for the two families of lines multiply. Equations (3) and (4) become

$$F=\frac3{4\pi}\int d\Omega\,\cos^2\theta\int_0^\infty dt\,e^{-t}\,g\!\left(\frac{t|n_x|}{\kappa}\right)g\!\left(\frac{t|n_y|}{\kappa}\right).\tag{10}$$

For $\kappa=0.1$ and $p=0.5$ this gives $F=0.2028$, whereas the series gives 0.2226, an excess of 9.8%.

The unfolding was tested against a Boltzmann solution on a grid, with the reflecting boundary condition imposed on four coupled velocity signs. For $|n_x|=0.7$, $|n_y|=0.5$, $\kappa=0.5$ and $p=0.5$, both give a mean response of 0.4028; the series gives 0.4422.

## General statement and proof

For any straight wire of uniform cross-section, in the model above, $F_D\ge F$. The inequality is strict for $0<p<1$ if successive chords differ for a nonzero fraction of the paths.

The exponential is convex, so its value at a mean does not exceed the mean of its values. Applied to the $n$ numbers $nD_i/\lambda$, whose mean is $S_n/\lambda$,

$$e^{-S_n/\lambda}\le\frac1n\sum_{i=1}^n e^{-nD_i/\lambda},$$

with equality if and only if all the $D_i$ are equal. Average over chords. Each $D_i$ has the same distribution, so each of the $n$ terms on the right has the same average:

$$E_n\le\langle e^{-nD/\lambda}\rangle .\tag{11}$$

Subtracting (6) from (7),

$$F_D-F=\frac{\lambda}{\langle D\rangle}(1-p)^2\sum_{n\ge2}p^{n-1}\left[\langle e^{-nD/\lambda}\rangle-E_n\right]\ge0 .\tag{12}$$

The term $n=1$ is absent because one chord equals itself. In a square, paths that cut a corner have unequal successive chords and occupy a finite part of all directions and positions. Every bracket with $n\ge2$ is then positive, which proves (2).

The physical content is that reflections average the path. Long and short chords can occur in the same path and partly compensate, whereas the series lets every chord, long or short, repeat itself $n$ times. It therefore has too wide a spread of total path lengths, and in the thin limit (8) the conductivity grows with the mean square of that length.

The size of (12) can be followed at $\kappa=1$, $p=0.5$. For $n=2$ the two averages are 0.1832 and 0.1171. The prefactor is $\tfrac34\times\tfrac14\times\tfrac12=0.0938$, so this term contributes 0.0062. The full difference is $0.7179-0.7053=0.0126$; longer sequences supply the other half.

## Thin wires

Let $\kappa\to0$ at fixed $p<1$, and put $t=\kappa u/\sin\theta$ in (10), so that $u$ is now the in-plane path in units of $a$. The exponential tends to 1, and $\int_0^\pi\cos^2\theta\,d\theta=\pi/2$. By symmetry the azimuth $\varphi$ can be restricted to one eighth of the circle:

$$\frac F\kappa\to3\int_0^{\pi/4}d\varphi\int_0^\infty du\,g(u\cos\varphi)\,g(u\sin\varphi).$$

At $p=0$, $g(u)=1-u$ up to $u=1$ and zero beyond. The inner integral runs to $1/\cos\varphi$ and equals

$$\frac1{\cos\varphi}-\frac{\cos\varphi+\sin\varphi}{2\cos^2\varphi}+\frac{\sin\varphi}{3\cos^2\varphi}=\frac1{2\cos\varphi}-\frac{\sin\varphi}{6\cos^2\varphi}.$$

Integrating over $\varphi$,

$$C_0=\tfrac32\ln(1+\sqrt2)-\tfrac12(\sqrt2-1)=1.115 .$$

Putting $F(n\kappa,0)\simeq C_0n\kappa$ in (1) gives $F_D/\kappa\to C_0(1+p)/(1-p)$.

The true value has a lower bound of the same form. At fixed direction the mean chord is the area divided by the projected width, $\bar\ell=a/(|n_x|+|n_y|)$. A mean square is not less than the squared mean, so $\langle S_n^2\rangle\ge n^2\bar\ell^2$ in (8), and $\bar R\ge(\bar\ell/2\lambda)(1+p)/(1-p)$. Averaging over directions as in (3) gives $F/\kappa\ge C_1(1+p)/(1-p)$ with

$$C_1=\frac32\int_0^{\pi/4}\frac{d\varphi}{\cos\varphi+\sin\varphi}=\frac{3}{2\sqrt2}\ln(1+\sqrt2)=0.935,$$

where $\cos\varphi+\sin\varphi=\sqrt2\cos(\varphi-\pi/4)$ was used. In the thin limit, therefore,

$$\frac{F_D}{F}\le\frac{C_0}{C_1}=1.193 .$$

The bound is approached as $p\to1$ after $\kappa\to0$. The number of crossings in each family differs from its mean by at most one, so $S_n$ differs from $n\bar\ell$ by at most $2\bar\ell$. This is negligible for the long sequences that then dominate. The computed thin-limit ratios are 1.100, 1.158, 1.185 and 1.193 for $p=0.25$, 0.5, 0.75 and 0.98.

## Nearly specular and thick wires

The order of limits matters. Since $(1-p)^2\sum p^{n-1}=1-p$, (6) can be written

$$1-F=\frac{3(1-p)}{4\kappa}\left[1-(1-p)\sum_{n\ge1}p^{n-1}E_n\right].$$

At fixed $\kappa$, $E_n\to0$ for large $n$, so its weighted average in the bracket vanishes as $p\to1$. The same holds for $\langle e^{-nD/\lambda}\rangle$ in (7). Both routes then give $1-F\simeq3(1-p)/4\kappa$, and the error disappears: at $\kappa=0.1$ the excess falls from 4.9% at $p=0.9$ to 0.3% at $p=0.99$.

For thick wires the difference appears at second order. When $\kappa\gg1$, paths longer than $a$ contribute terms of order $e^{-\kappa}$, so $g(u)=1-(1-p)u$ may be used throughout. The integral over $t$ in (10) gives

$$1-\frac{(1-p)(|n_x|+|n_y|)}{\kappa}+\frac{2(1-p)^2|n_xn_y|}{\kappa^2}.$$

With weight $3\cos^2\theta/4\pi$, the average of $|n_x|+|n_y|$ is $\tfrac34$ and that of $|n_xn_y|$ is $\tfrac3{4\pi}\cdot\tfrac4{15}\cdot2=\tfrac2{5\pi}$. Hence

$$F\simeq1-\frac{3(1-p)}{4\kappa}+\frac{4(1-p)^2}{5\pi\kappa^2}.$$

In the series, the second-order term of $F(n\kappa,0)$ carries $1/n^2$, and $\sum p^{n-1}/n=-\ln(1-p)/p$. Subtracting,

$$F_D-F\simeq\frac{4(1-p)^2}{5\pi\kappa^2}\left[\frac{-\ln(1-p)}p-1\right].$$

The bracket is positive for $0<p<1$. At $\kappa=5$, $p=0.5$ the formula gives 0.00098, equal to the computed difference $0.92855-0.92757$.

The excess of the series, in percent of the true conductivity, is:

| $\kappa$ | $p=0.25$ | $p=0.5$ | $p=0.75$ |
|---|---|---|---|
| 0.01 | 9.4 | 14.4 | 15.9 |
| 0.1 | 6.9 | 9.8 | 8.6 |
| 1 | 1.6 | 1.8 | 1.0 |
| 5 | 0.10 | 0.11 | 0.06 |

## A cobalt line

Take a square cobalt line 10 nm wide at room temperature, with rough inputs: bulk resistivity 6 µΩ cm and mean free path 10 nm. Then $\kappa=1$; choose $p=0.5$. Equation (10) gives $F=0.7053$ and a resistivity $6/0.7053=8.51$ µΩ cm. The resistance per micrometre is

$$\frac{(8.51\times10^{-8}\ \Omega\,\mathrm m)(10^{-6}\ \mathrm m)}{(10^{-8}\ \mathrm m)^2}=851\ \Omega .$$

The series gives 8.36 µΩ cm and 836 Ω. Fitted to the true resistance of this model line, it would return $p=0.47$ instead of 0.50: because it overestimates the conductivity at given $p$, it needs a more diffuse wall.

Real lines break several assumptions by more than this 1.8%. Grain boundaries across the wire can be described by the Mayadas–Shatzkes law, which multiplies the bulk scattering rate by $1+\alpha/|n_z|$, with $\alpha=(\lambda/d)\,r/(1-r)$ for grain spacing $d$ and reflection coefficient $r$. With the chosen values $r=0.3$ and $d=10$ nm, they raise the resistivity to about 12 µΩ cm and reduce the excess of the series to 0.8%; another dependence on angle would change both numbers. A specularity that rises towards grazing incidence as $\exp(-A\cos^2\vartheta)$, with $\vartheta$ the angle from the wall normal and $A=1.59$ chosen to keep the flux-averaged value 0.5, lowers the grain-free resistivity to about 7.7 µΩ cm; another angular law with the same average would give a different value. With constant $p=0.5$ again and no grains, heating from 300 K to 378 K raises the resistivity to about 10 µΩ cm if the bulk resistivity is taken as proportional to temperature. The resistivity of cobalt rises more steeply than this; a temperature coefficient near $6\times10^{-3}\ \mathrm{K^{-1}}$ gives about 11 µΩ cm. Crystal anisotropy and the two spin channels make a single mean free path doubtful. With the bulk resistivity kept at 6 µΩ cm, a mean free path of 5 nm gives about 7.2 µΩ cm and one of 20 nm about 11 µΩ cm, with excesses of 0.6% and 3.8%. Holding instead the product of bulk resistivity and mean free path fixed, which means bulk values of 12 and 3 µΩ cm, gives about 14 and 5.5 µΩ cm with the same excesses. A free-electron count of hard-wall transverse modes falls 2.6% below the continuum value if the bulk Fermi wave number is kept; at fixed electron density the wave number rises by about 1% and the shortage drops to about 0.7%.

For this line the choice of series is thus a minor error beside the material inputs. In the same model it grows to about 10% when the mean free path is ten times the width and $p$ is near one half, as the table shows. There (10) should replace (1), provided that $p$ is constant. If $p$ depends on the angle, putting its average into (10) can cause a larger error than the series does, as the values 7.7 and 8.51 µΩ cm above show for $\kappa=1$. Each factor $g$ in (10) then needs the $p$ that belongs to its own pair of walls at the given direction. The remaining values are in the numerical output.

## Computed values

```
One direction, Boltzmann grid / unfolded / Dingle: 0.4028 / 0.4028 / 0.4422
Square, kappa=0.2, p=0.5, ray-traced F: 0.3298
Circle, diameter/mfp=0.2, p=0.5, traced / Dingle F: 0.3332 / 0.3332
Mean weighted chord / side: 1.3327
kappa=1, <exp(-S_2/mfp)> / <exp(-2D/mfp)>: 0.1171 / 0.1832
kappa=1, p=0.5, lower bound / true / Dingle from chords: 0.6946 / 0.7053 / 0.7179
Thin coefficients C0, C1: 1.1150, 0.9348
Upper bound on thin-limit Dingle/true: 1.1927
Thin limit, p=0.25, Dingle/true: 1.1002
Thin limit, p=0.50, Dingle/true: 1.1578
Thin limit, p=0.75, Dingle/true: 1.1853
Thin limit, p=0.90, Dingle/true: 1.1916
Thin limit, p=0.98, Dingle/true: 1.1926
Table: kappa, p, true F, Dingle F, Dingle excess in percent
   0.01 0.25 0.01625 0.01778 9.38
   0.01 0.50 0.02710 0.03101 14.43
   0.01 0.75 0.05810 0.06732 15.86
   0.10 0.25 0.13447 0.14378 6.92
   0.10 0.50 0.20284 0.22262 9.75
   0.10 0.75 0.35250 0.38270 8.57
   1.00 0.25 0.60151 0.61104 1.58
   1.00 0.50 0.70532 0.71794 1.79
   1.00 0.75 0.83492 0.84334 1.01
   5.00 0.25 0.89327 0.89413 0.10
   5.00 0.50 0.92757 0.92855 0.11
   5.00 0.75 0.96314 0.96368 0.06
kappa=0.1, p=0.9: Dingle excess 4.85 %
kappa=0.1, p=0.99: Dingle excess 0.34 %
kappa=0.1, p=0.999: Dingle excess 0.01 %
Co line: width 10 nm, rough mfp 10 nm, rough bulk resistivity 6.0 uohm cm, p=0.5
Resistivity, true / Dingle: 8.507 / 8.357 uohm cm
Resistance per um, true / Dingle: 850.7 / 835.7 ohm
Dingle conductivity excess: 1.79 %
p inferred with Dingle's series: 0.472
Grains: reflection 0.3, spacing 10 nm, alpha=0.429
  resistivity 11.95 uohm cm, Dingle excess 0.81 %
Angle-dependent specularity, A=1.594: resistivity 7.741 uohm cm
At 378 K: resistivity 10.05 uohm cm, Dingle excess 1.30 %
mfp 5 nm at fixed bulk resistivity*mfp: resistivity 14.45 uohm cm, Dingle excess 0.62 %
mfp 20 nm at fixed bulk resistivity*mfp: resistivity 5.51 uohm cm, Dingle excess 3.83 %
Effective free-electron k_F: 14.24 1/nm
Transverse modes per spin, counted / continuum: 1572 / 1613, shortage 2.6 %
```
